# Channel counts of a folded Fermi arc in a Weyl-metal wire

**Setting.** The surface of a Weyl semimetal has its normal along \(z\). Current flows along \(x\), and the conductor has width \(W\) along \(y\). At the energy of the Weyl nodes, taken as \(E=0\), the surface states form a Fermi arc: a curve in the \((k_x,k_y)\) plane that ends at the projections of two nodes. Bands are non-degenerate. A channel is a transverse mode that crosses \(E=0\); it is right-moving if \(v_x=\hbar^{-1}\partial E/\partial k_x>0\) and left-moving if \(v_x<0\). Their numbers on the surface are \(N_R\) and \(N_L\).

## Part (a): geometry of the arc

**Question.** The arc is a smooth curve \(\mathbf k(s)\) from \(\mathbf K_1\) to \(\mathbf K_2\), and the surface velocity vanishes nowhere between its ends. Express \(N_R+N_L\) and \(N_R-N_L\) through the curve when \(W\) is large. What does bending the arc change?

**Answer.** Since \(E\) is constant along the arc,

\[
\frac{\partial E}{\partial k_x}k_x'+\frac{\partial E}{\partial k_y}k_y'=0 ,
\]

where the prime is \(d/ds\). The gradient is therefore perpendicular to \((k_x',k_y')\), and can be written

\[
\left(\frac{\partial E}{\partial k_x},\frac{\partial E}{\partial k_y}\right)=g(s)\,(k_y',-k_x').
\]

The factor \(g\) is continuous and never zero, so it keeps one sign \(\sigma=\pm1\) along the arc. The first component gives

\[
\operatorname{sign}v_x=\sigma\operatorname{sign}k_y' .
\]

Transverse wave vectors are spaced by \(2\pi/W\), so an arc element holds \(W|dk_y|/2\pi\) channels. Adding them without and with the sign of \(v_x\) gives

\[
N_R+N_L=\frac{W}{2\pi}\int|dk_y|,\qquad
N_R-N_L=\frac{\sigma W}{2\pi}(K_{2y}-K_{1y}).
\]

The sum measures the whole transverse path, the difference only its end-to-end displacement. If the arc turns back in \(k_y\), the extra path is covered equally often in both senses, so right and left movers are added in equal numbers. Bending without a turn in \(k_y\) adds none.

The displacement must be followed continuously, in the extended zone. Node positions alone are defined up to a reciprocal-lattice vector, so they fix the difference up to the channel count of a whole number of zone widths.

## Part (b): why the surface cannot alter the difference

**Question.** From here on \(k_x,k_y,k_z\) are dimensionless, that is, multiplied by the lattice period. Each layer \(n=1,2,\dots\) has orbitals \(a_n,b_n\) with energies \(+\Delta,-\Delta\). The bond \(a_n\)–\(b_n\) is \(m\), and the bond \(b_n\)–\(a_{n+1}\) is \(t\):

\[
\Delta=v\sin k_x,\quad
m=t+\beta(\cos k_0-\cos k_y)+\gamma(1-\cos k_x).
\]

Take \(t=v=0.2\) eV, \(\beta=\gamma=0.1\) eV, \(k_0=\pi/2\). Locate the Weyl nodes. Then add any smooth potential \(u(k_x,k_y)\) to the exposed orbital \(a_1\), and find \(N_R-N_L\) at fixed \(k_y\).

**Answer.** For a bulk wave the two orbitals are coupled by \(m+te^{-ik_z}\), so

\[
E^2=\Delta^2+|m+te^{-ik_z}|^2 .
\]

With these parameters \(m\ge0.1\) eV. Hence \(E=0\) requires \(\Delta=0\), \(k_z=\pi\) and \(m=t\). At \(k_x=\pi\), \(m\ge t-\beta+2\gamma=0.3\) eV, which exceeds \(t\). At \(k_x=0\), \(m=t\) means \(\cos k_y=\cos k_0\). There are thus two nodes, at \(k_x=0\), \(k_y=\pm k_0\).

Now eliminate the half-space from below at \(E=0\). Let \(q\) be the effective energy of the top orbital of a clean half-space. The half-space starting at \(a_2\) gives \(qa_2+tb_1=0\), so \(a_2=-tb_1/q\). The equation of \(b_1\) is then

\[
-\Delta b_1+ma_1+ta_2=0\;\Rightarrow\; b_1=\frac{m\,a_1}{\Delta+t^2/q}.
\]

Inserting this into \((\Delta+u)a_1+mb_1=0\) shows that a surface state exists when \(q+u=0\), with

\[
q=\Delta+\frac{m^2}{\Delta+t^2/q}.
\]

Multiplication by \(q(\Delta+t^2/q)=q\Delta+t^2\), after collecting terms, leads to

\[
\Delta q^2-Xq-\Delta t^2=0,\qquad X=\Delta^2+m^2-t^2 .
\]

The two roots have product \(-t^2\), hence opposite signs. Elimination starts at the deepest layer with \(\Delta+m^2/\Delta\), and each step preserves the sign of \(\Delta\). The required root has that sign:

\[
q=\frac{X+\sqrt{X^2+4t^2\Delta^2}}{2\Delta}
=\frac{2t^2\Delta}{\sqrt{X^2+4t^2\Delta^2}-X}.
\]

As \(\Delta\to0\), the second form gives \(q\to0\) if \(m<t\), whereas the first gives a pole \(q\simeq(m^2-t^2)/\Delta\) if \(m>t\).

The slope of \(q+u\) at a zero gives the direction of motion. At energy \(E\), elimination of everything below \(a_1\) gives

\[
P(E)=\Delta+u-E-V^\dagger(H'-E)^{-1}V ,
\]

where \(H'\) is the rest of the half-space and \(V\) its coupling to \(a_1\). Thus \(\partial P/\partial E=-1-V^\dagger(H'-E)^{-2}V<0\). On the band \(P=0\), so \(\partial E/\partial k_x=-(\partial P/\partial k_x)/(\partial P/\partial E)\) has the sign of \(\partial P/\partial k_x\). A rising zero of \(q+u\) is a right mover, a falling one a left mover.

Follow \(q+u\) once around the \(k_x\) circle:

- There is always a pole at \(k_x=\pi\). The function starts at \(-\infty\) just above \(-\pi\) and ends at \(+\infty\) just below \(\pi\).
- If \(|k_y|<k_0\), there is no other pole. Between these limits the rising zeros outnumber the falling ones by one.
- If \(|k_y|>k_0\), a second pole sits at \(k_x=0\). The function runs from \(-\infty\) to \(-\infty\) for \(k_x<0\), and from \(+\infty\) to \(+\infty\) for \(k_x>0\). The two kinds of zero balance.

A bounded \(u\) cannot change these limits, so

\[
N_R-N_L=\begin{cases}1,&|k_y|<k_0\\0,&|k_y|>k_0\end{cases}
\qquad\text{at each }k_y .
\]

This integer is the magnitude of the Chern number of the bulk slice at fixed \(k_y\). Computed from the bulk bands at \(k_y=0.5,\,1.2,\,1.9,\,2.8\), that number is \(1,1,0,0\). It changes where the slice meets a node, and it settles the ambiguity left in part (a).

The difference belongs to one surface of a magnetic crystal. Time reversal would pair each state \((\mathbf k,\mathbf v)\) with \((-\mathbf k,-\mathbf v)\) on the same surface, making its total \(N_R\) equal to its total \(N_L\).

## Part (c): when the arc folds

**Question.** Let \(u=-U\), with constant \(U>0\). Find the arc, the condition for it to fold, and the direction of motion where it leaves a node.

**Answer.** Try \(a_n=a\lambda^{n-1}\), \(b_n=b\lambda^{n-1}\) with \(|\lambda|<1\). The equations for \(a_1\), for \(a_n\) with \(n\ge2\), and for \(b_n\) are

\[
\begin{aligned}
(\Delta-U-E)a+mb&=0,\\
(\Delta-E)\lambda a+m\lambda b+tb&=0,\\
-(\Delta+E)b+(m+t\lambda)a&=0 .
\end{aligned}
\]

Subtracting \(\lambda\) times the first from the second leaves \(U\lambda a+tb=0\). The first also gives \(b/a=(U+E-\Delta)/m\), hence

\[
\lambda=-\frac{t(U+E-\Delta)}{Um}.
\]

Put both into the third equation and multiply by \(m\):

\[
m^2-\frac{t^2}{U}(U+E-\Delta)=(\Delta+E)(U+E-\Delta),
\]

\[
m^2=(E+U-\Delta)\left(E+\Delta+\frac{t^2}{U}\right).
\]

At \(E=0\) this is the arc. There

\[
\lambda^2=\frac{t^2(U-\Delta)}{U(U\Delta+t^2)},
\]

and \(\lambda^2<1\) reduces to \(\Delta(U^2+t^2)>0\). The arc therefore lies at \(0<k_x<\pi\), with \(\Delta<U\). Expanding the product gives

\[
m^2-t^2=\Delta\left(U-\frac{t^2}{U}-\Delta\right).
\]

Near the node at \(+k_0\), write \(k_y=k_0+\kappa\). To first order \(m-t\simeq\beta\kappa\sin k_0\) and \(\Delta\simeq vk_x\), so

\[
\kappa\simeq\frac{v(U-t^2/U)}{2t\beta\sin k_0}\,k_x .
\]

For \(U>t\) the arc first moves outward, away from the other node. Outside the window the signed count is zero, so each left mover there needs a right mover at the same \(k_y\). As long as the arc stays clear of the zone boundary, it supplies this partner itself by turning back. Part (d) shows what happens when it reaches the boundary.

For \(U\le t\) there is no fold. The arc obeys

\[
\cos k_y=\cos k_0+\frac{t-m+\gamma(1-\cos k_x)}{\beta},
\]

where \(m\) now denotes the arc value, which is below \(t\). As \(k_x\) grows from 0 to \(\pi/2\), \(\Delta\) grows, \(m\) falls and the \(\gamma\) term grows, so \(\cos k_y\) rises steadily. For \(k_x\ge\pi/2\) the right side exceeds 1 wherever \(\Delta<U\), and where \(\Delta\ge U\) there is no surface state at \(E=0\), so no arc remains. In this model the threshold is thus \(U=t\).

For the velocity, differentiate the dispersion with respect to \(k_x\) and set \(E=0\). Subscripts \(x\) denote \(\partial/\partial k_x\):

\[
2mm_x=E_x\left(U+\frac{t^2}{U}\right)+\Delta_x\left(U-2\Delta-\frac{t^2}{U}\right),
\]

\[
E_x=\frac{2mm_x-\Delta_x(U-2\Delta-t^2/U)}{U+t^2/U}.
\]

At the node \(m_x=\Delta=0\) and \(\Delta_x=v\), so

\[
E_x\to-v\,\frac{U^2-t^2}{U^2+t^2}.
\]

This is \(+v\) for \(U\to0\), and negative for \(U>t\): the outgoing segment of a folded arc carries left movers. For \(U=0.5\) eV, diagonalizing a 60-layer slab at the arc points \(k_x=0.3,\,0.9,\,1.5\) gives slopes of \(-0.074\), \(+0.054\) and \(+0.099\) eV, in agreement with the formula. The sign changes at the turn in \(k_y\), as part (a) requires.

## Part (d): a wire 20 nm wide

**Question.** The period is 0.5 nm. The wire is 40 cells wide with hard side walls, and 20 layers (10 nm) thick. Count the channels for \(U=0.5\) eV, and find the ballistic resistance before and after folding. What happens at \(U=0.8\) eV?

**Answer.** The Hamiltonian contains \(k_y\) only through \(\cos k_y\). On an open row of 40 cells this becomes half the sum of the two nearest-neighbour shifts, whose eigenvectors are standing waves \(\sin(k_jn)\) that vanish at cells 0 and 41:

\[
k_j=\frac{\pi j}{41},\qquad j=1,\dots,40 .
\]

Each combines \(+k_y\) and \(-k_y\) at the same \(k_x\) and \(v_x\), so the walls do not turn right movers into left movers. An arc without this mirror symmetry would need a new count for a long wire.

Modes inside the node window satisfy \(j<20.5\), which gives

\[
N_R-N_L=20 .
\]

For the fold, the largest \(|k_y|\) on the arc is needed. Minimizing \(\cos k_y\) over \(k_x\) gives 4.326 nm\(^{-1}\), or 2.163 in dimensionless form. At \(k_x=0.6\), close to the turning point,

\[
\Delta=0.1129\ \text{eV},\quad
m=\sqrt{0.3871\times0.1929}=0.2733\ \text{eV},
\]

\[
\cos k_y=\frac{0.2+0.0175-0.2733}{0.1}=-0.558,
\]

which again gives \(k_y=2.163\).

There is one turning point on each side. The arc value of \(m\) rises with \(\Delta\) up to \(\Delta=(U-t^2/U)/2=0.21\) eV, beyond the largest available \(\Delta\) of 0.2 eV. On \(0<k_x<\pi/2\), \(m\) is thus a concave rising function of the concave \(\sin k_x\), and \(-\gamma(1-\cos k_x)\) is concave too. Their sum has one maximum there and falls for \(k_x>\pi/2\). Each mode between the node and the turning point therefore has one left and one right mover. The limit is

\[
j<\frac{2.163\times41}{\pi}=28.2,
\]

so \(j=21,\dots,28\) give 8 added pairs: \(N_L=8\), \(N_R=28\).

The formulas of part (a) can be compared with this. The signed and total transverse lengths are 6.283 and 11.020 nm\(^{-1}\), so

\[
N_L\simeq\frac{20}{4\pi}(11.020-6.283)=7.54 .
\]

The discrete wire has 8 because whole modes are counted.

The opposite surface ends on a \(b\) orbital and has no added potential. A state living on \(b\) alone has \(E=-\Delta\) and obeys \(mb_n+tb_{n-1}=0\), so it decays into the film when \(m<t\). It supplies one left mover per mode in the node window, 20 in all. The film then has 28 right movers and \(8+20=28\) left movers, and the full 20-layer chain gives the same totals.

With perfectly transmitting contacts the film conductance is \((e^2/h)N_R\). Treating the two surfaces as uncoupled before folding,

\[
R_{\text{flat}}=\frac{25.81\ \text{k}\Omega}{20}=1.29\ \text{k}\Omega,\qquad
R_{\text{fold}}=\frac{25.81\ \text{k}\Omega}{28}=0.92\ \text{k}\Omega .
\]

A scan of \(U\), with the nodes held fixed, gives the following counts for the top surface of a half-space. The finite thickness of the 20-layer film lowers \(N_R\) to 19 at \(U=0.15\) eV; in the other rows the film has the same \(N_R\).

| \(U\) (eV) | \(N_R\) | \(N_L\) |
|---|---:|---:|
| 0.15 | 20 | 0 |
| 0.30 | 21 | 1 |
| 0.40 | 24 | 4 |
| 0.50 | 28 | 8 |
| 0.80 | 40 | 20 |

The difference stays at 20. Moving the nodes to \(\pm0.35\pi\), at \(U=0.5\) eV, changes it to 14.

At \(U=0.8\) eV the arc formula would require \(\cos k_y<-1\) over an interval of \(k_x\), so the curve breaks at the zone boundary. One piece joins the nodes through that boundary and carries 20 left movers. The other crosses the whole zone and carries 40 right movers. The node-to-node piece alone has difference \(-20\) instead of \(+20\), a shift of one zone width, or 40 channels. Including the second piece restores \(+20\).

## Part (e): scattering and the limits of the estimate

**Question.** How much transmission is guaranteed on an isolated folded surface with elastic scattering? Judge the resistance gain for a real magnetic Weyl metal.

**Answer.** Waves arriving from the left occupy \(N_R\) channels. The reflection matrix \(r\) sends them into \(N_L\) channels, so its rank is at most \(N_L\). At least \(N_R-N_L\) independent incoming combinations satisfy \(r\psi=0\). Unitarity, \(\mathsf t^\dagger\mathsf t+r^\dagger r=1\) with \(\mathsf t\) the transmission matrix, makes these perfectly transmitted:

\[
\operatorname{Tr}\mathsf t^\dagger\mathsf t\ge N_R-N_L=20 .
\]

For one random unitary scatterer with \(N_R=28\) and \(N_L=8\), the total transmission is 21.7. Of the 8 channels gained by folding, only the equivalent of 1.7 survives in this sample. Several such scatterers in series remove nearly all of this remainder: five give about 20.01, close to the bound. The bound assumes that the opposite surface is out of reach; scattering through the film can remove the protection.

The parameters are round model values, not fitted to a crystal; in particular, \(U\) and the node separation are free choices. A real material to compare with is Co\(_3\)Sn\(_2\)S\(_2\), a magnetic Weyl metal whose order vanishes somewhat below 200 K. The temperature used below, 77 K, lies within its ordered phase. The model speed along \(x\) at a node is \(1.5\times10^5\) m/s. The real crystal has more nodes and a different surface lattice, and its nodes lie some tens of meV from the Fermi level. This last difference can be tried in the model: at \(E=-50\) meV the film has 32 right-moving channels without the surface potential and 31 with it, bulk subbands included. At zero temperature the gain found at the node energy has disappeared at this Fermi level; at 77 K the thermal averages are 31.9 and 33.0, so about one channel of gain remains. This outcome is sensitive to energy: at \(-40\) meV the surface potential still adds channels, and at \(+50\) meV it adds more, because it makes the two sides of the node energy unequal. A real sample therefore needs a count at its own Fermi level. Where a gain exists, backscattering reduces it, as the random scatterer shows.

Two further effects change the numbers:

- **Finite thickness and temperature.** For \(U=0\) the arcs of both surfaces cross zero energy at \(k_x=0\) and hybridize. For the last mode inside the node window the gap is 26 meV, against \(k_BT=6.6\) meV. This exceeds the bulk gap \(2|t-m|=7.7\) meV of that mode, so in 20 layers its level is a confined bulk state rather than a pair of arc states. The gaps shrink deeper in the window (17 meV for \(j=19\), 10 meV for \(j=18\), 0.03 meV for \(j=10\)), but none is exactly zero: at \(E=0\) and zero temperature the unfolded film has no open channel. The value \(R_{\text{flat}}=1.29\) kΩ and the ratio 1.40 therefore describe uncoupled surfaces, not this film in the low-temperature limit. At 77 K the thermally averaged channel number, bulk subbands included, is 18.1 unfolded and 28.0 folded (the 2 meV energy grid of the numerical output does not resolve the narrowest gaps and gives 18.2). The ratio is then 1.54 instead of 1.40.
- **Depth of the surface potential.** If a shift of \(-0.10\) eV also reaches the next two orbitals, \(N_R=40\) and \(N_L=20\). The number of added pairs rises from 8 to 20, so it is sensitive to surface detail, while the difference remains 20.

The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
period 0.5 nm, width 20.0 nm, thickness 10.0 nm
t = 0.2 eV, v = 0.2 eV, beta = 0.1 eV, gamma = 0.1 eV
bulk node speed along x: 1.519e+05 m/s
node projections: ky = +/-3.1416 1/nm
U (eV) | largest arc |ky| (1/nm) | N_R | N_L | N_R-N_L
0.00 | 3.1416 | 20 | 0 | 20
0.15 | 3.1416 | 20 | 0 | 20
0.30 | 3.3612 | 21 | 1 | 20
0.40 | 3.7930 | 24 | 4 | 20
0.50 | 4.3259 | 28 | 8 | 20
0.80 | 6.2832 | 40 | 20 | 20
wide-contact net estimate: 20.00 channels
wide-contact added pairs, U=0.5 eV: 7.54
signed transverse arc length: 6.2832 1/nm
total transverse arc length: 11.0204 1/nm
N_L for six arbitrary surface potentials: [0, 1, 0, 0, 2, 1]
nodes moved to +/-2.1991 1/nm: net 14
L just outside node at U=0.19, 0.20, 0.24 eV: [0, 0, 1]
Chern at ky*period = (0.5, 1.2, 1.9, 2.8): [1, 1, 0, 0]
arc points kx*period: [0.3 0.9 1.5], ky*period: [2.0173 2.0625 1.5396]
slab slopes dE/d(kx*period): [-0.07418  0.05413  0.09917] eV
largest slope error: 4.9e-10 eV
film R and L totals at E=0, U=0.5 eV: 28, 28
h/e^2: 25.8128 kohm
ballistic resistance, unfolded: 1.2906 kohm
ballistic resistance, folded: 0.9219 kohm
conductance ratio folded/unfolded: 1.400
kT at 77 K: 6.64 meV
thermal film channels, unfolded: 18.24
thermal film channels, folded: 28.00
film channels at E=-50 meV, unfolded: 32
film channels at E=-50 meV, folded: 31
unfolded hybridization gap, mode nearest node: 25.67 meV
potential leak 0.10 eV to next 2 orbitals: N_R=40, N_L=20
random scatterer: perfect channels 20, total transmission 21.72
half grid and depth, shift of N_R, N_L: 0, 0
```
